Threshold shift by the back gate in a fully depleted thin-film transistor, part 2

A circuit model of a dual-gate thin-film transistor can slide one characteristic along the front-gate axis by a constant number of volts per back-gate volt. The question here is how well that constant holds when threshold means the front-gate voltage at a chosen small drain current. With constant mobility and a small, fixed drain voltage, this is a fixed number n_T of mobile electrons per area, each of charge −q.

The film has permittivity ε and runs from x = 0 (front) to x = t (back). Per unit area, the insulators have capacitances C_f (front) and C_b (back), the film has C_s = ε/t, and C_sb = C_sC_b/(C_s + C_b). Gate voltages V_f and V_b are measured from the source; Φ_f and Φ_b are the gate offsets. The potential φ(x) has surface values φ_f and φ_b. The displacement D = −ε dφ/dx is positive from front to back and equals D₀ just inside the front surface. The interfaces carry sheet charges q_f and q_b. The film charge density ρ(x) is frozen: it does not respond to V_b. With

Q = ∫₀ᵗ ρ(x) dx,     M = ∫₀ᵗ (t − x) ρ(x) dx,

the frozen-charge equations are

φ_f − φ_b = D₀/C_s + M/ε.     (2)

D₀ + Q + q_b = C_b(φ_b − V_b + Φ_b).     (3)

If threshold V_T is instead defined by φ_f = φ_T, then

V_T = Φ_f + φ_T + (D₀ − q_f)/C_f,     (5)

dV_T/dV_b = −C_sb/C_f = −C_sC_b/[C_f(C_s + C_b)].     (6)

This slope is the capacitance law, written −r with r = C_sb/C_f. Front-interface states in equilibrium with the channel leave it alone; responding states at the back interface or in the bulk reduce its magnitude.

In the example, the film is 50 nm thick with relative permittivity 10. The front and back insulators are 100 nm and 200 nm thick, both with relative permittivity 3.9. Then C_f = 34.53, C_b = 17.27, C_s = 177.08 and C_sb = 15.73 nF/cm², so r = 0.456.

Take uniform donors of density N_d, and measure φ from the value at which the electron density n equals N_d. For non-degenerate electrons in equilibrium with the source,

n = N_d exp(φ/v),     v = kT/q.

Within a thin channel the electrons supply most of the charge, and Poisson's equation is ε d²φ/dx² = qn. Multiplying both sides by dφ/dx makes each side a derivative. On the left stands (ε/2) d(dφ/dx)²/dx. On the right, n dφ/dx = v dn/dx because of the exponential. Let F₀ be the field at the front surface and F₁ the field just behind the channel, where n has become negligible. Integration from the first position to the second gives

(ε/2)(F₁² − F₀²) = −qv n(0),

or

qv n(0) = ε(F₀ − F₁)(F₀ + F₁)/2.

By Gauss's law the electrons reduce the displacement by qn_T, so ε(F₀ − F₁) = qn_T. With the mean field Ē = (F₀ + F₁)/2, the result is

v n(0) = n_TĒ.     (11)

The channel behaves as a layer of density n(0) and thickness v/Ē. A stronger field makes it thinner, and the same number of electrons then requires a higher surface density and a higher surface potential,

φ_s = v ln[n_TĒ/(vN_d)].     (12)

Because the channel is thin compared with the film, its charge −qn_T can be placed at the front interface when the rest of the structure is treated. Let D₁ = εF₁ be the displacement behind it. The gate offsets and the other interface charges are set to zero in the example, since they move the intercept alone. The frozen-charge analysis then gives

D₁ = C_sb(φ_s − V_b − M/ε) − (C_sb/C_b)Q,     (13)
V_T = φ_s + (D₁ + qn_T)/C_f,     (14)

and the mean field follows from εĒ = D₁ + qn_T/2.

Differentiating (13) and (14) with respect to V_b yields

dV_T/dV_b = −r + (1 + r) dφ_s/dV_b.

The drift of φ_s comes from (12): dφ_s/dV_b = (v/εĒ) dD₁/dV_b. The leading part of dD₁/dV_b is −C_sb. The part omitted is smaller by the factor dφ_s/dV_b itself. To leading order, therefore,

dV_T/dV_b = −r − (1 + r)vC_sb/(εĒ).     (15)

Both terms have the same sign. A more negative back gate compresses the channel, and this raises the threshold a little further than the capacitances alone would do.

Front-interface states, which left the slope (6) alone, matter at fixed current because φ_s now drifts. If their charge is −C_itfφ_s, the front gate must also supply its change, and the factor 1 + r in (15) becomes 1 + r + C_itf/C_f. These states therefore increase the magnitude of the slope. The example below contains none. With 10¹² cm⁻² eV⁻¹ of them, its correction at V_b = −7.5 V would be about −0.022 V/V instead of −0.005 V/V.

The worked example uses N_d = 10¹⁶ cm⁻³, n_T = 10¹⁰ cm⁻² and a temperature of 300 K, so v = 25.85 mV. The donors in the film amount to 5 × 10¹⁰ cm⁻², which gives Q = 8.01 nC/cm². For uniform charge M = Qt/2, so M/ε = Q/(2C_s) = 0.023 V. The channel charge is qn_T = 1.60 nC/cm².

At V_b = −10 V, repeated substitution of (12) and (13) into one another settles at φ_s = 0.049 V. Equation (13) then reads

D₁ = 15.73 × (0.049 + 10 − 0.023) − 0.911 × 8.01 = 150.4 nC/cm²,

where 0.911 is C_sb/C_b. Equation (14) gives

V_T = 0.049 + (150.4 + 1.6)/34.53 = 4.45 V.

At V_b = −5 V the same steps give φ_s = 0.030 V, D₁ = 71.5 nC/cm² and V_T = 2.15 V.

These values can be set against a solution that does not place the channel in a sheet. For it, the film was divided into 600 cells, Poisson's equation with donors and Boltzmann electrons was solved by Newton iteration, and the front-gate voltage was adjusted until the electrons in the whole film numbered n_T. The thresholds so obtained are 4.452 V and 2.146 V, and the analytic values agree with them to within 1 mV.

Between V_b = −10 V and −5 V the full solution moves by −2.306 V. The capacitance law predicts −0.4556 × 5 = −2.278 V. The remaining −0.028 V is the drift of the surface potential: φ_s falls by 0.019 V, and multiplication by 1 + r = 1.456 gives the difference. Relative to the full shift, the law is short by 1.2%.

The local slope tells the same story. At V_b = −7.5 V the mean channel field is 0.126 MV/cm and the channel thickness v/Ē is 2.05 nm. The correction in (15) is −0.0053 V/V. The full solution, differenced between −8 and −7 V, has a slope of −0.4609 V/V, which differs from −r by the same −0.0053 V/V. Doubling the number of cells changes this slope by about 10⁻⁶ V/V. The correction is proportional to temperature at a given field, and at 350 K the slope is −0.4618 V/V. The law itself contains no temperature, so heating by 50 K at fixed material parameters changes the slope by about 0.2%.

A channel 2 nm thick raises the question of quantum confinement. An estimate follows from a hard wall at the interface and a uniform field F behind it. The energies of motion normal to the film are then

E_i = a_i(ħ²/2m)^(1/3)(qF)^(2/3),

where −a_i are the zeros of the Airy function, at which the wave function vanishes on the wall. Each level carries the same constant density of states for motion in the plane. For non-degenerate electrons the sheet density is therefore proportional to exp(φ_f/v) Σ exp(−E_i/kT). Holding it fixed while F changes requires

dφ_f/d(ln F) = (2/3)⟨E⟩/q,

where ⟨E⟩ is the thermal average of E_i. The factor 2/3 comes from the power of F. In the classical limit the average is kT from the linear potential and kT/2 from the motion, which makes 3kT/2 and returns the value v contained in (15).

With a rough isotropic mass of 0.34 electron masses and the field at V_b = −7.5 V, the quantum value is 1.86 times the classical one. The correction grows from −0.0053 to −0.0099 V/V and the slope becomes −0.465 V/V, about 2% larger in magnitude than r. This is an estimate. Scattering in a disordered film broadens the levels, and the barrier at a real interface is finite.

Band-tail states whose energy width exceeds kT act in the opposite direction. Suppose that, besides the free electrons, the film holds trapped electrons of density N_t exp(φ/w), with w larger than v, and that the threshold is still set by the free electrons. In a uniform field Ē the trapped sheet density near the front is N_t(w/Ē) exp(φ_s/w). By (12), exp(φ_s/w) varies as Ē to the power v/w. The trapped sheet density therefore varies as

Ē^(v/w − 1),

which falls as the field rises. A more negative back gate thus reduces the trapped charge that the front gate has to supply, and the threshold rises less than it would without traps. With N_t = 10¹⁷ cm⁻³ and w = 50 mV, the full solution at V_b = −7.5 V gives −0.435 V/V in place of −0.461 V/V. This change of about 6% is larger than the confinement correction and opposite to it. It grows towards the change-over described below: at V_b = −3.2 V the same tail gives −0.391 V/V in place of −0.469 V/V, which is 14% below r in magnitude. It shrinks as w approaches v, because the exponent v/w − 1 then tends to zero; with w = 30 mV the slope at −7.5 V is −0.453 V/V. In a tail narrower than kT the trapped density follows exp(φ/v), like the free density, and this mechanism is absent to leading order.

The law fails when the first electrons no longer gather at the front. The change-over can be located by asking for equal surface potentials at threshold. The film is then symmetric about its middle, where the displacement vanishes, and half of the net charge Q − qn_T lies on each side. At the back this gives (Q − qn_T)/2 = C_b(φ_s − V_b), or

V_b = φ_s − (Q − qn_T)/(2C_b).     (16)

If the electrons are spread almost evenly, n = n_T/t and φ_s = v ln[n_T/(N_dt)] = 25.85 mV × ln 0.2 = −0.042 V. The second term is (8.01 − 1.60)/(2 × 17.27) = 0.186 V. The change-over is therefore predicted at −0.227 V, and the full solution places it at −0.230 V. At this bias the current flows through the whole thickness of the film and belongs to neither surface.

The change-over is gradual, because the film takes up a small part of the back-gate voltage. With φ_f fixed, φ_b follows V_b at the rate C_b/(C_s + C_b) = 0.089. A film drop of 4v, about 0.1 V, therefore needs a further 1.2 V or so on the back gate. By V_b = −5 V the front half of the film holds 99.97% of the electrons at threshold.

On the positive side the electrons gather at the back. The slope there follows by exchanging the two gates in the derivation. The back-gate voltage that keeps the back surface at threshold changes with the front-gate voltage at the rate −C_sC_f/[(C_s + C_f)C_b]. The same line, read as front-gate voltage against back-gate voltage, has the reciprocal slope

dV_f/dV_b = −C_b(C_s + C_f)/(C_sC_f) = −0.598 V/V.     (17)

The full solution at V_b = +10 V gives −0.593 V/V, with less than 0.01% of the electrons in the front half. The small difference has the sign expected from the compression of the channel, which now enlarges the magnitude of dV_b/dV_f and so reduces that of dV_f/dV_b. A plot of threshold voltage against back-gate voltage thus consists of two nearly straight parts with a bend between them. The ratio of their slopes is

(1 + C_b/C_s)(1 + C_f/C_s),

which is 1.31 here. The bend comes from the finite thickness of the film and disappears as C_s becomes large. A single line fitted across it would give neither slope.

At strongly negative V_b the limit is set by whatever charge begins to respond at the back surface. At V_b = −10 V the back surface potential is −0.82 V. In a film with a gap of roughly 3 eV this is far from the bending at which a hole layer could form. As a rough outer mark, setting φ_s = 0 and φ_b = −3 V in the frozen-charge equations gives V_b = −34 V. Because φ is measured from the point where n = N_d, and the Fermi level there already lies below the conduction band, a hole layer in equilibrium would begin to form somewhat before this bias. If holes could be supplied, they would pin the back surface and the slope would fall towards zero. States deep in the gap may respond well before that, and they reduce the slope in the manner of the bulk and interface states of the first part.

The insulators are not under strain in the example. At V_b = −10 V and threshold, the fields are 0.44 MV/cm at the front and 0.46 MV/cm at the back, about 5% of a rough breakdown field of 10 MV/cm. Tunnelling through a triangular barrier of height B has the leading exponent

−(2/ħ)∫√[2m(B − qFy)] dy = −4√(2m)B^(3/2)/(3ħqF),

where the integral runs from y = 0 to B/(qF). With B = 3 eV and a mass of 0.4 electron masses, both rough, the exponent is −489 at the larger field, so this path carries no current of interest. Leakage through defects is not covered by the estimate. The electron density at the front surface is 1.3% of the effective density of states of the band, which supports the use of Boltzmann statistics.

The parameters lie in the regime of transistors made from amorphous indium-gallium-zinc oxide with silicon-dioxide insulators. They are rough values. In the model the donor density moves the intercept and the change-over, not the slope of the law. The assumption of frozen charge needs a check for each film. With the front surface potential held at threshold, gap states between 10¹⁶ and 10¹⁷ cm⁻³ eV⁻¹ would lower the magnitude of the model slope from 0.456 to between 0.446 and 0.373 V/V. At fixed current the drift of φ_s makes these magnitudes somewhat larger. If the mobility depends on electron density, a fixed current is not quite a fixed n_T, and the size of that effect has not been calculated here.

For the circuit calculation at small drain voltage, a constant shift of −C_sb/C_f per back-gate volt is adequate in this example at the level of a few per cent, provided that the back gate stays at least about 3 V below the change-over, where the correction in (15) is about 3% of r, and that few states in the film or at either interface respond. With quantum confinement the excess at 3 V below is about 4%. At 2 V below the change-over (15) gives about 5% and begins to overstate the effect; the full solution exceeds r by about 4% there, by 8% at 1 V below, and by 15% at the change-over itself. If the back gate crosses the change-over, the model needs the second slope and the bend. If the gap states are dense, it needs their capacitance, and a slope measured well below the change-over can then be compared with −C_sb/C_f to estimate the net effect of the responding charge, if the capacitances are known and the mobility is nearly constant. States at the front interface raise the magnitude of the slope and states at the back interface lower it, so a slope close to −C_sb/C_f does not prove that few states respond. The slope alone does not tell where that charge sits or at which energies.
